\section*{Energy levels of muonic lead with nuclear size and vacuum polarization, part 2}

We seek the energy levels 1s, 2s, 2p$_{1/2}$ and 2p$_{3/2}$ of a muon bound to lead ($Z=82$), from the Dirac Hamiltonian $c\boldsymbol\alpha\cdot\mathbf p+\beta m+V$. The program that makes the checks is printed after the text. Energies are in MeV and lengths in fm, with $\hbar c=197.327$ MeV\,fm. The reduced rest energy is $m=105.6008$ MeV, $E$ includes it, and the binding is $B=m-E$. The radial functions $G$ (large component) and $F$ (small component) obey
\begin{equation}
G'=-\frac{\kappa}{r}G+\frac{E-V+m}{\hbar c}F,\qquad F'=\frac{\kappa}{r}F-\frac{E-V-m}{\hbar c}G,
\label{radial}
\end{equation}
where $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$.

For a point nucleus $V=-K/r$, with $K=Z\alpha\hbar c=118.077$ MeV\,fm, and
\begin{equation}
E=m\left[1+\left(\frac{Z\alpha}{n_r+\gamma_\kappa}\right)^2\right]^{-1/2},\qquad n_r=n-|\kappa|.
\label{sommerfeld}
\end{equation}
Here $\gamma_\kappa=\sqrt{\kappa^2-(Z\alpha)^2}$ and $\gamma\equiv\gamma_{-1}$. At the origin $F/G\to(\gamma_\kappa+\kappa)/Z\alpha$; for 1s this ratio holds at every $r$. The decay constant is $\nu=\sqrt{m^2-E^2}/\hbar c$.

The finite nucleus has the normalized density $\rho(s)=\rho_0/(1+e^{(s-c)/a})$, with $c=6.6$ fm and $a=0.523$ fm. Its electrostatic potential $V_F$ obeys $V_F'=KQ/r^2$, where $Q(r)$ is the charge fraction inside $r$, and is built by four-point Gauss rules and cumulative sums.

Electron vacuum polarization multiplies the Coulomb interaction $4\pi/q^2$ by $1+\Pi(q^2)$. With $\lambda=\hbar c/m_ec^2=386.16$ fm,
\begin{equation}
\Pi(q^2)=\frac{2\alpha}{\pi}\int_0^1x(1-x)\ln\!\left[1+x(1-x)q^2\lambda^2\right]dx .
\label{Pi}
\end{equation}
\begin{equation}
\Pi=\frac{2\alpha}{3\pi}\int_1^\infty w(t)\,\frac{q^2}{q^2+\mu_t^2}\,dt,\quad w=\left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2},\quad\mu_t=\frac{2t}{\lambda}.
\label{spectral}
\end{equation}
With $\chi_n(x)=\int_1^\infty w(t)\,t^{1-n}e^{-xt}\,dt$, the Uehling potential is
\begin{equation}
V_U(r)=-K\,\frac{2\alpha}{3}\frac{\lambda}{r}\int_0^\infty s\rho(s)\left[\chi_2\!\left(\frac{2|r-s|}{\lambda}\right)-\chi_2\!\left(\frac{2(r+s)}{\lambda}\right)\right]ds .
\label{VU}
\end{equation}
At short distance $d$, with Euler's constant $\gamma_E$,
\begin{equation}
\chi_1\!\left(\frac{2d}{\lambda}\right)=\ln\frac{\lambda}{d}-\gamma_E-\frac56+\frac{3\pi d}{4\lambda}+O\!\left(\frac{d^2}{\lambda^2}\right).
\label{short}
\end{equation}
Also $\chi_2(0)=9\pi/32$, and $\chi_2(x)$ contains a term $x\ln x$, so the integrand of \eqref{VU} has infinite slope at $s=r$.

\subsection{Evaluation}

Three choices make \eqref{VU} cheap and accurate. First, put $t=\cosh\theta$, so that $\sqrt{t^2-1}\,dt=\sinh^2\theta\,d\theta$. The integrand becomes even in $\theta$, decays at least as $e^{-\theta}$, and is analytic for $|\operatorname{Im}\theta|<\pi/2$, where $|e^{-x\cosh\theta}|\le1$ and the first poles of $1/\cosh\theta$ lie on the edge. The trapezoid error is the Fourier transform of the integrand at frequency $2\pi/h_\theta$, which by a shift of the contour towards the poles scales as $e^{-\pi^2/h_\theta}$ times a power of $1/h_\theta$. One fixed set of $100$ nodes with $h_\theta=0.25$ serves every argument needed here, all of which lie below $x=1$; it returns $\chi_2(0)=0.88357293$. Second, the bracket is formed node by node as $e^{-\mu|r-s|}\,[1-e^{-2\mu\min(r,s)}]$, using $r+s-|r-s|=2\min(r,s)$ and the library function for $e^y-1$; this avoids subtracting two nearly equal values of $\chi_2$ and then multiplying by $\lambda/r$. Third, the $s$ integral is split at $r$, $2r$ and $c$, which puts the $x\ln x$ point and the surface at panel ends, where Gauss nodes cluster. $V_U$ is smooth, so it is computed at under $200$ knots and interpolated by a cubic spline with zero slope at the inner end.

An independent route avoids \eqref{spectral} and \eqref{VU}. For a spherical function, $\int d^3q\,(2\pi)^{-3}(4\pi/q^2)f(q)e^{i\mathbf q\cdot\mathbf r}=(2/\pi)\int_0^\infty f(q)j_0(qr)\,dq$, so
\begin{equation}
V_U(r)=-K\,\frac2\pi\int_0^\infty\tilde\rho(q)\,\Pi(q^2)\,j_0(qr)\,dq,\qquad\tilde\rho(q)=\int4\pi s^2\rho\,j_0(qs)\,ds .
\end{equation}
The program asserts that this integral, with $\Pi$ from \eqref{Pi}, matches the spline to $10^{-5}$ relative to $V_U$ at seven radii off or between the knots. It also asserts \eqref{spectral} against \eqref{Pi}, the value $9\pi/32$, and the constant and linear terms of \eqref{short}.

\section{The shooting scheme}

\subsection{Grid and start values}

The problem has structure at the origin (for the point test), at the surface on the scale $a$, and in a tail of tens of fm. With $x=\ln r$, \eqref{radial} becomes
\begin{equation}
\frac{d}{dx}\begin{pmatrix}G\\F\end{pmatrix}=\mathsf M(x)\begin{pmatrix}G\\F\end{pmatrix},\quad \mathsf M=\begin{pmatrix}-\kappa&A\\-C&\kappa\end{pmatrix},\quad A=\frac{r(E-V+m)}{\hbar c},\quad C=\frac{r(E-V-m)}{\hbar c},
\label{xform}
\end{equation}
whose coefficients are bounded at $r\to0$ even for $V=-K/r$. The grid is uniform in $x$ from $r_0=10^{-4}$ fm to $150$ fm with $N=4000$ steps, $h=0.00356$; the step at the surface is $6.6\times0.00356=0.023$ fm, against $a=0.523$ fm. The potential is tabulated on the half-step grid, which is all that the classical fourth-order Runge--Kutta method asks for.

For a finite nucleus $V\to V_0$ at the origin. If $\kappa<0$, the first equation at leading order is $G'=|\kappa|G/r$, so $G=r^{|\kappa|}$; inserting $F=br^{|\kappa|+1}$ in the second gives $(|\kappa|+1)b+|\kappa|b=-(E-V_0-m)/\hbar c$. If $\kappa>0$ the roles swap: $F=r^\kappa$ and $G=br^{\kappa+1}$ with $(2\kappa+1)b=(E-V_0+m)/\hbar c$. Only the ratio matters:
\begin{equation}
\kappa<0:\ \frac FG=-\frac{C(r_0)}{2|\kappa|+1},\qquad\kappa>0:\ \frac GF=\frac{A(r_0)}{2\kappa+1},\qquad\text{point: }\frac FG=\frac{\gamma_\kappa+\kappa}{Z\alpha}.
\label{start}
\end{equation}
At $r_{\max}$ neglect $\kappa/r$ and the variation of $V$. A solution $e^{-\nu r}$ then has $-\nu G=(E-V+m)F/\hbar c$ and $\nu F=(E-V-m)G/\hbar c$, whose quotient gives $F/G=-\sqrt{(m-E+V)/(m+E-V)}$.

\subsection{The energy update}

Let $(G_1,F_1)$ and $(G_2,F_2)$ solve \eqref{radial} at energies $E_1,E_2$ in the same potential, and let $W=G_1F_2-F_1G_2$. Then
\begin{align}
\hbar c\,W'&=\hbar c\,(G_1'F_2+G_1F_2'-F_1'G_2-F_1G_2')\nonumber\\
&=(E_1-V+m)F_1F_2-(E_2-V-m)G_1G_2\nonumber\\
&\quad+(E_1-V-m)G_1G_2-(E_2-V+m)F_1F_2\nonumber\\
&=(E_1-E_2)(G_1G_2+F_1F_2),
\label{wronski}
\end{align}
because the four $\kappa/r$ terms, $-G_1F_2+G_1F_2-F_1G_2+F_1G_2$, cancel. Take both solutions regular at the origin, integrate from $0$ to a matching radius $r_m$, write $W=G_1G_2(F_2/G_2-F_1/G_1)$, and let $E_1\to E_2$. Do the same for two decaying solutions from $r_m$ to $\infty$, where the sign flips because $r_m$ is the lower limit:
\begin{equation}
\partial_E\!\left(\frac FG\right)_{\rm out}=-\frac{\int_0^{r_m}(G^2+F^2)dr}{\hbar c\,G^2(r_m)},\qquad\partial_E\!\left(\frac FG\right)_{\rm in}=+\frac{\int_{r_m}^\infty(G^2+F^2)dr}{\hbar c\,G^2(r_m)} .
\end{equation}
Define the mismatch $D(E)=(F/G)_{\rm out}-(F/G)_{\rm in}$, which vanishes exactly at an eigenvalue. Scale the inward solution so that $G$ is continuous at $r_m$; then $D'=-\mathcal N/(\hbar c\,G^2)$ with $\mathcal N=\int_0^\infty(G^2+F^2)dr$. Newton's step $-D/D'$ is
\begin{equation}
\delta E=\frac{\hbar c\;G(r_m)\,[F_{\rm out}(r_m)-F_{\rm in}(r_m)]}{\mathcal N}.
\label{update}
\end{equation}
The derivative costs nothing beyond the norm. Since $D'\ne0$, the step converges quadratically at fixed $r_m$. The program asserts this for the 1s level: starting $0.02$ MeV and $0.01$ MeV above the eigenvalue, the errors left after one step are $6.357\times10^{-5}$ and $1.588\times10^{-5}$ MeV, in the ratio $4.00$, both equal to $0.159\ \mathrm{MeV}^{-1}$ times the square of the starting error. The norm is the sum $h\sum(G^2+F^2)r$, the trapezoid rule in $x$ for an integrand that vanishes at both ends.

The same identity gives the effect of an imperfect start. If the ratio $F/G$ at $r_0$ is off by $\epsilon$, the boundary term $W(r_0)=\epsilon\,G^2(r_0)$ shifts the eigenvalue, to first order in $\epsilon$, by $\hbar c\,|\epsilon|\,G^2(r_0)/\mathcal N$ in magnitude, and likewise at $r_{\max}$. Both errors are suppressed by the density at the end point.

\subsection{Node count and safeguard}

Choose $r_m$ at the outermost radius where $E-m-V>0$. Beyond it $C<0$ and $A>0$, and the inward solution stays in the quadrant $G>0$, $F<0$ where it starts: on the edge $F=0$ one has $dF/dx=-CG>0$, so $F$ decreases going inward, and on the edge $G=0$ one has $dG/dx=AF<0$, so $G$ increases going inward. All nodes of $G$ are therefore in the outward part, and $(F/G)_{\rm in}$ is finite. At fixed $r_m$, $D(E)$ decreases monotonically and jumps from $-\infty$ to $+\infty$ only when $G_{\rm out}(r_m)$ or $G_{\rm in}(r_m)$ vanishes, that is when a new node enters; by the quadrant argument $G_{\rm in}(r_m)$ can vanish only at energies above the one that fixed $r_m$. Each branch between two poles holds exactly one zero. The lowest level of a given $\kappa$ has $n=l+1$ and lies on the branch without nodes, so level $n$ has $n-l-1$ nodes of $G$. On the right branch, the sign of $\delta E$ tells on which side the eigenvalue lies. These two facts maintain a bracket, and any Newton step that leaves it is replaced by bisection.

\begin{verbatim}
setup:  half grid r[0..2N], uniform in ln r
        V = V_F (cumulative Gauss) + V_U (spline)
solve(n, kappa, guess):
  target = n - l - 1;  lo = m - 30;  hi = m - 1;  E = m - guess
  repeat:
    im = last full-grid index with E - m - V > 0
    if none: lo = E; E = (lo + hi)/2; continue
    A = r (E - V + m)/hc;  C = r (E - V - m)/hc
    (G,F)out = RK4 from 0 up to im, origin start values
    nodes = sign changes of Gout
    (G,F)in  = RK4 from N down to im, tail start values
    scale (G,F)in by Gout[im]/Gin[im]
    norm = h * sum (G^2 + F^2) r
    dE = hc * Gout[im] * (Fout[im] - Fin[im]) / norm
    if nodes == target and |dE| < tol: return m - E - dE
    if nodes > target or (nodes == target and dE < 0): hi = E
    else: lo = E
    if nodes == target and lo < E + dE < hi: E = E + dE
    else: E = (lo + hi)/2
\end{verbatim}

\subsection{Cost, order and stability}

One shot costs $N$ steps of four evaluations of a $2\times2$ product, and the storage is a few arrays of length $2N+1$. The potential is built once. $V_F$ costs four density values per interval. $V_U$ costs two exponentials for each triple of knot, $s$ node and $\theta$ node, a few million triples in all, independent of $N$; evaluating \eqref{VU} at every half-grid point instead of at the knots would multiply this by the ratio of $8001$ points to under $200$ knots.

With coefficients frozen, $\mathsf M$ has trace zero and eigenvalues $\pm\sqrt{\kappa^2-AC}$. In the forbidden region these are real, $\pm z/h$, and one step multiplies the two components by $R(\pm z)$ with $R(z)=1+z+z^2/2+z^3/6+z^4/24$. All coefficients are positive, so $|R(-z)|<R(z)$ for $z>0$: the component that grows in the direction of integration dominates for any step. Integrating outward from the origin and inward from the tail follows the wanted solution in its growing direction in both cases, so the step is limited by accuracy and not by stability. Carrying the outward solution past the turning point does the opposite, and an error there grows as $e^{2\nu r}$ relative to the decaying solution. For the 1s level $\nu=\sqrt{B(2m-B)}/\hbar c=\sqrt{10.559\times200.64}/197.33=0.233\ \mathrm{fm}^{-1}$, so the largest $z$ is about $0.233\times150\times0.00356=0.12$ and the inward growth, which stays below $e^{\nu r_{\max}}=e^{35}$, is far from overflow. The matching radius is $11.15$ fm.

The order is measured on the point 2s level. The differences $B(500)-B(1000)=-1.81\times10^{-7}$ MeV and $B(1000)-B(2000)=-1.13\times10^{-8}$ MeV have the ratio $16.0=2^4$. Differences are used because the start error does not depend on $N$ and drops out. The point 1s level cannot serve this purpose. For it, $\mathsf M(x)=\mathsf M_0+r\mathsf M_1$, and at the exact energy the constant vector $(1,(\gamma-1)/Z\alpha)$ is an eigenvector of $\mathsf M_0$ with eigenvalue $\gamma$ and of $\mathsf M_1$ with eigenvalue $-\nu$. Every Runge--Kutta stage applies some $\mathsf M(x)$ to a multiple of that vector and returns a multiple of it, so $F/G$ is carried without step error. The tail start value differs from this ratio through $V(r_{\max})$, but its effect is suppressed by the density at $r_{\max}$; apart from it, $D=0$ at the exact energy whatever the step. The program asserts this at $N=500$, where the printed error is zero, and asserts agreement with \eqref{sommerfeld} within $10^{-6}$ MeV for all four levels. The same argument applies to any $n_r=0$ level, such as 2p$_{3/2}$; among the four, 2s and 2p$_{1/2}$ are the ones that probe the step error.

\section{Checks on the finite-nucleus solution}

A matrix eigenvalue tests the solver where no closed form exists. For $\kappa=-1$, \eqref{radial} reads $EG=(V+m)G-\hbar c\,(rF)'/r$ and $EF=(V-m)F+\hbar c\,r(G/r)'$. Place $G$ at $r_{j-1/2}=(j-\frac12)h_r$ and $F$ at $r_j=jh_r$, with $r_0F_0=0$, and use centred differences of $rF$ and $G/r$. The coupling of $G_{j-1/2}$ and $F_j$ is $-\hbar c\,r_j/(r_{j-1/2}h_r)$ in both equations, and that of $F_j$ and $G_{j+1/2}$ is $+\hbar c\,r_j/(r_{j+1/2}h_r)$ in both, so the interleaved matrix is symmetric and tridiagonal. Staggering matters: on a common grid the centred difference turns the wave number $k$ into $\sin(kh_r)/h_r$, which vanishes again at $k=\pi/h_r$ and yields a second, spurious family of low-momentum states, whereas the staggered form $2\sin(kh_r/2)/h_r$ is monotonic up to that point. With $V_F+V_U$ the 1s binding is $10.6262343$ MeV at $h_r=0.04$ fm and $10.6262316$ MeV at $0.02$ fm. For an error proportional to $h_r^2$ the extrapolation is $10.6262316-(10.6262343-10.6262316)/3=10.6262307$ MeV, and shooting gives $10.6262307$ MeV. These digits measure the numerics, not the physics, and both methods share the potential, which is tested separately. The program also asserts that the matrix has a single eigenvalue with binding between $6$ and $30$ MeV, which identifies the level as the lowest of its $\kappa$.

The virial theorem tests the wave function. The energy functional $\langle c\boldsymbol\alpha\cdot\mathbf p\rangle+m\langle\beta\rangle+\langle V\rangle$ is stationary at an eigenstate. Under $G(r)\to\eta^{1/2}G(\eta r)$, and likewise for $F$, the norm and $\langle\beta\rangle=\int(G^2-F^2)dr$ are unchanged, the kinetic term is multiplied by $\eta$, and the potential term becomes $\langle V(r/\eta)\rangle$. The derivative at $\eta=1$ gives $\langle c\boldsymbol\alpha\cdot\mathbf p\rangle=\langle rV'\rangle$, so
\begin{equation}
E=m\langle\beta\rangle+\langle V\rangle+\langle rV'\rangle,\qquad rV_F'=KQ/r .
\end{equation}
For the Fermi 1s state, $105.6008\times0.951575-15.810+10.365=100.487-5.445=95.042$ MeV, equal to $E=m-B=95.042$ MeV; the program asserts the equality within $10^{-6}$ MeV.

Stationarity also gives the Hellmann--Feynman relation $dE/d\xi=\langle V_U\rangle$ for the potential $V_F+\xi V_U$ at $\xi=0$. The symmetric difference between $\xi=+1$ and $\xi=-1$ cancels the second-order term, and the program asserts its agreement with $-\langle V_U\rangle=0.06747$ MeV. The full shift is $0.06756$ MeV, and with one more digit kept the higher orders add $0.067558-0.067474=0.00008$ MeV of binding.

The shooting scheme is now complete, and its finite-nucleus solution has passed the matrix, virial and Hellmann–Feynman checks. It remains to present the levels of muonic lead, to explain the halved 1s binding and the size of the Uehling shift, and to set out where the method fails.
